# Size consistency of full CI and the products missing from CISD

## The decision: where to put the zero of energy

To obtain the dissociation energy of a system AB, one subtracts its energy from that of the separated fragments. The separated energy can come from two calculations: one on A and one on B, added together, or a single calculation on AB with a very large distance $R$ between the fragments. If the two results agree, either may serve as zero. A method for which they agree,

$$E(AB)=E(A)+E(B)\quad\text{for fragments that do not interact},$$

is called size consistent. Full configuration interaction (full CI) has this property, under a condition on charge transfer found below. CISD, which keeps single and double excitations from a reference determinant, does not. The smallest case already shows why.

## One fragment with two electrons

Take two sites with one orbital each, hopping $t>0$, repulsion $U\ge 0$ between two electrons on the same site, and two electrons. The orbitals

$$g=\frac{\chi_1+\chi_2}{\sqrt2},\qquad u=\frac{\chi_1-\chi_2}{\sqrt2}$$

have one-electron energies $-t$ and $+t$. The reference $\Phi_0$ has both electrons in $g$; the double excitation $D$ has both in $u$. Writing the spin-up electron first, their spatial parts are

$$\Phi_0=\tfrac12(|11\rangle+|12\rangle+|21\rangle+|22\rangle),$$
$$D=\tfrac12(|11\rangle-|12\rangle-|21\rangle+|22\rangle).$$

The repulsion acts on $|11\rangle$ and $|22\rangle$ alone. It therefore contributes $U(\frac14+\frac14)=U/2$ to both diagonal elements, and the same amount to the coupling:

$$\langle\Phi_0|H|\Phi_0\rangle=-2t+\tfrac U2,\quad \langle D|H|D\rangle=2t+\tfrac U2,\quad \langle D|H|\Phi_0\rangle=\tfrac U2 .$$

Set $K=U/2$ and call the diagonal difference $2\Delta=4t$, so $\Delta=2t$. Single excitations, with one electron in $u$, change sign when the sites are exchanged. $\Phi_0$ and $D$ do not, so singles stay out of this state.

Write $\Psi=\Phi_0+cD$ and measure the energy $\varepsilon$ from the reference. The two rows of the eigenvalue equation are

$$Kc=\varepsilon,\qquad K+2\Delta c=\varepsilon c. \tag{1}$$

Inserting $c=\varepsilon/K$ in the second and multiplying by $K$ gives $\varepsilon^2-2\Delta\varepsilon-K^2=0$. The lower root is

$$\varepsilon=\Delta-\sqrt{\Delta^2+K^2}. \tag{2}$$

The total energy is $U/2-\sqrt{4t^2+U^2/4}$, which is negative. The states with one electron in $u$ lie at $0$ (triplet) and $U$ (singlet), so the ground state has been found.

For $t=1$ eV and $U=2$ eV we have $\Delta=2$ eV and $K=1$ eV. The reference energy is $-2+1=-1$ eV, and $\varepsilon=2-\sqrt5=-0.236068$ eV. The fragment energy is $-1.236068$ eV and $c=-0.236068$.

*Limit.* For $K\to0$, $\varepsilon\to-K^2/(2\Delta)$, the second-order result: coupling squared over the excitation energy.

## Two copies, treated by full CI

Put a second copy beside the first, with no hopping or repulsion between them, so $H=H_A+H_B$. Let $D_A$ denote the determinant with A doubly excited and B in its reference, and $D_AD_B$ the one with both excited. Try the product

$$\Psi_{AB}=\Phi_0+c\,(D_A+D_B)+c^2D_AD_B. \tag{3}$$

Each of $H_A$ and $H_B$ changes one fragment at a time. Hence $D_AD_B$ has no matrix element with $\Phi_0$, and $D_A$ has none with $D_B$. But $D_AD_B$ couples to $D_A$ with strength $K$, because $H_B$ can excite B while A stays excited. The rows of the eigenvalue equation for energy $2\varepsilon$ are

$$\begin{aligned}
\Phi_0:&\quad 2Kc=2\varepsilon,\\
D_A:&\quad K+2\Delta c+Kc^2=2\varepsilon c,\\
D_AD_B:&\quad 2Kc+4\Delta c^2=2\varepsilon c^2.
\end{aligned}\tag{4}$$

The first is twice the first part of (1). In the second, $Kc^2=\varepsilon c$; subtracting it from both sides leaves $K+2\Delta c=\varepsilon c$, which is (1). The third is (1) multiplied by $2c$. All rows hold, and the row for $D_B$ equals that for $D_A$. The correlation energy, measured from the reference, is $2\varepsilon=-0.472136$ eV.

The $D_AD_B$ amplitude is small, $c^2=0.055728$. Since the squared norm of (3) is $(1+c^2)^2$, its weight is

$$\frac{c^4}{(1+c^2)^2}=0.0028 .$$

## The same two copies, treated by CISD

Relative to the reference of the pair, $D_A$ is a double excitation, but $D_AD_B$ moves four electrons and is a quadruple. CISD omits it. With $\Psi=\Phi_0+c'(D_A+D_B)$ and correlation energy $\lambda$, the rows become

$$2Kc'=\lambda,\qquad K+2\Delta c'=\lambda c'. \tag{5}$$

Insert $c'=\lambda/(2K)$ in the second and multiply by $2K$: $\lambda^2-2\Delta\lambda-2K^2=0$, so

$$\lambda=\Delta-\sqrt{\Delta^2+2K^2}. \tag{6}$$

For the example, $\lambda=2-\sqrt6=-0.449490$ eV and the total energy is $-2.449490$ eV. No other state in the CISD space lies lower: with singles on one or both fragments the energy is at least $-1.236$ eV, and moving electrons between fragments gives at least $U-2t=0$.

The size-consistency error, relative to the sum of the fragment energies, is

$$\delta=\lambda-2\varepsilon=2\sqrt{\Delta^2+K^2}-\Delta-\sqrt{\Delta^2+2K^2}. \tag{7}$$

Its value is $-0.449490+0.472136=0.022646$ eV, or $2.185$ kJ/mol. If the fragment sum is used as zero, CISD shows this energy as a positive interaction energy between fragments that do not interact. It does not depend on their distance, so it is an offset and gives no force.

The second row of (4) shows how the error arises. Its right side is $2\varepsilon c=0.111456$ eV, and the term from $D_AD_B$ is $Kc^2=0.055728$ eV, half as much. The right side contains the correlation energy of both fragments, although the excitation of A should depend on A alone. The $D_AD_B$ term cancels the share of B. CISD keeps the pair energy but loses the cancelling term. Solving (1) and (5) for the amplitudes,

$$c=-\frac{K}{2\Delta-\varepsilon},\qquad c'=-\frac{K}{2\Delta-\lambda}.$$

Since $\lambda<\varepsilon<0$, the second denominator is larger and the excitation is suppressed: $c'=-0.224745$ instead of $-0.236068$.

*Sign of the error.* Both $2\sqrt{\Delta^2+K^2}$ and $\Delta+\sqrt{\Delta^2+2K^2}$ are positive, so their squares can be compared. The difference of the squares is

$$2(\Delta^2+K^2)-2\Delta\sqrt{\Delta^2+2K^2}.$$

This is positive, because $(\Delta^2+K^2)^2-\Delta^2(\Delta^2+2K^2)=K^4>0$. Thus $\delta>0$ for every $K\neq0$.

*Weak coupling.* Let $x=K^2/\Delta^2$ and use $\sqrt{1+y}=1+\frac y2-\frac{y^2}8+\dots$:

$$\frac{\delta}{\Delta}=2\Big(1+\frac x2-\frac{x^2}8\Big)-1-\Big(1+x-\frac{x^2}2\Big)+\dots=\frac{x^2}4+\dots$$

The constant and linear terms cancel, leaving $\delta\approx K^4/(4\Delta^3)$. The error is of fourth order in $K$, while the correlation energy is of second order. With $U=0.2$ eV and $t$ unchanged, $K=0.1$ eV. The leading term is then $3.125$ µeV and the full expression (7) gives $3.113$ µeV.

*Strong coupling.* For $K\gg\Delta$, $\delta\to(2-\sqrt2)K$, while the full CI correlation energy tends to $-2K$. The root (6) then misses a fraction $1-1/\sqrt2\approx0.29$ of it. This root, which continues the reference, is not the lowest CISD state in that limit. Its total energy is $2(K-\Delta)+\lambda=2K-\Delta-\sqrt{\Delta^2+2K^2}$, which is positive when $(2K-\Delta)^2>\Delta^2+2K^2$ with $2K>\Delta$, that is for $K>2\Delta$. The double excitation with a triplet on each fragment has energy $0$ and then lies lower. In the example the fraction is $0.022646/0.472136\approx0.048$.

## General fragments: when the Hamiltonian separates

For real fragments with fixed nuclei, in Gaussian units,

$$H=-\frac{\hbar^2}{2m}\sum_i\nabla_i^2-\sum_{i,\alpha}\frac{Z_\alpha e^2}{|\mathbf r_i-\mathbf R_\alpha|}+\sum_{i<j}\frac{e^2}{r_{ij}}+\sum_{\alpha<\beta}\frac{Z_\alpha Z_\beta e^2}{R_{\alpha\beta}}.$$

Give each fragment a fixed, finite set of orthonormal orbitals localized on it, with exponential or Gaussian tails. As $R\to\infty$, every integral containing a product of an A orbital and a B orbital at the same point vanishes with the tails. No term is left that transfers an electron.

The other cross terms are Coulomb energies between the charge distributions of A and B. They fall at least as fast as $e^2/R$. The Hamiltonian matrix is finite, so its eigenvalues tend to those of

$$H=H_A+H_B,$$

where each part includes the nuclear repulsion within its fragment.

*Limit at finite distance.* Place the two Hubbard fragments on one line, with sites 1 Å apart and centres a distance $R$ apart. Give each site the charge number $q_i=n_i-1$, where $n_i$ counts its electrons, and add $e^2q_iq_j/R_{ij}$ between fragments. With site positions $\xi_i$ measured from the fragment centres,

$$\frac1{R+\xi_j-\xi_i}=\frac1R-\frac{\xi_j-\xi_i}{R^2}+\frac{(\xi_j-\xi_i)^2}{R^3}-\dots$$

For neutral fragments $\sum q_i=0$ on each, so a term survives only if it contains both $\xi_i$ and $\xi_j$. The first is $-2\xi_i\xi_j/R^3$. With $\mu=\sum\xi_iq_i$ on each fragment, the leading coupling is $-2e^2\mu_A\mu_B/R^3$. Reflection symmetry gives $\langle q_1\rangle=\langle q_2\rangle$ on each fragment, and neutrality makes both zero. In the product ground state every first-order term $\langle q_i\rangle\langle q_j\rangle/R_{ij}$ therefore vanishes, at all orders in $1/R$. The energy starts in second order in the leading coupling, negative and proportional to $R^{-6}$.

Diagonalizing the full CI matrix with the complete site-site coupling gives $-0.1537$ µeV at 20 Å and $-0.00239$ µeV at 40 Å, relative to two separate fragments. The ratio is $64.2$, close to $2^6=64$.

## General fragments: the product is an eigenstate

Let $\Psi_A$ and $\Psi_B$ be the normalized full CI ground states with $N_A$ and $N_B$ electrons. Write them with creation operators acting on the vacuum:

$$\Psi_A=\hat A^\dagger|0\rangle,\qquad \hat A^\dagger=\sum_I c_I\,a^\dagger_{i_1}\cdots a^\dagger_{i_{N_A}},$$

and similarly $\hat B^\dagger$ with coefficients $d_J$. The pair state is

$$\Psi_{AB}=\hat A^\dagger\hat B^\dagger|0\rangle. \tag{8}$$

The creation operators anticommute, so this is the antisymmetrized product of the two wavefunctions.

Each electronic term of $H_B$ contains two or four operators of B. Moving an A operator past it gives two or four sign changes, hence none in total. So $H_B$ commutes with $\hat A^\dagger$, and

$$H_B\hat A^\dagger\hat B^\dagger|0\rangle=\hat A^\dagger H_B\hat B^\dagger|0\rangle=E_B\Psi_{AB}.$$

For $H_A$, first exchange the strings, $\hat A^\dagger\hat B^\dagger=s\,\hat B^\dagger\hat A^\dagger$ with $s=(-1)^{N_AN_B}$. Then

$$H_A\Psi_{AB}=s\,\hat B^\dagger H_A\hat A^\dagger|0\rangle=E_A\,s\,\hat B^\dagger\hat A^\dagger|0\rangle=E_A\Psi_{AB}.$$

Adding the two results,

$$(H_A+H_B)\Psi_{AB}=(E_A+E_B)\Psi_{AB}. \tag{9}$$

It remains to show that full CI can represent this state. A determinant of AB is a choice of $N=N_A+N_B$ spin orbitals from the union of the two sets. Such a choice is a choice $I$ from A together with a choice $J$ from B. Full CI includes all of them, so (8) lies in its space, with coefficients

$$C_{IJ}=c_Id_J.$$

*Smallest case.* For the two copies, $1\cdot1$, $c\cdot1$, $1\cdot c$ and $c\cdot c$ are the coefficients in (3).

## Is it the ground state?

Since $H_A+H_B$ conserves the electron number on each fragment, its matrix splits into sectors with $n$ electrons on A and $N-n$ on B. In each sector the products of fragment eigenstates form a complete basis, and by the argument for (9) each is an eigenstate whose energy is the sum of the fragment energies. Therefore

$$E_{\rm FCI}(AB)=\min_n\,[E_A(n)+E_B(N-n)]. \tag{10}$$

This equals $E_A(N_A)+E_B(N_B)$ if no other division of the electrons lies lower. That is the condition for size consistency with the chosen fragments.

*A case where it fails.* Lower both site energies of B by 3 eV. A Hubbard fragment with 0, 1, 2, 3 or 4 electrons has energy $0$, $-t$, $-1.236$ eV, $U-t$ or $2U$; for three electrons, one site is always doubly occupied and the single hole hops. Each electron on B adds $-3$ eV. The relevant sums are

- two electrons on each: $-2.472-6=-8.472$ eV;
- one on A, three on B: $-1+(1-9)=-9$ eV;
- none on A, four on B: $4-12=-8$ eV.

The remaining two divisions give $-3$ and $4$ eV. Full CI of the pair gives $-9$ eV, below the sum for the intended fragments. It has found the correct ground state, which consists of two ions.

## Which products CISD lacks

Let both fragments have closed shells, let the reference of AB be the product of the fragment references, and stay in the sector with $N_A$ and $N_B$ electrons. Let $\hat S$ and $\hat D$ now be the sums of all local single and double excitation operators, each with its amplitude. A fragment state up to doubles is $(1+\hat S+\hat D)\Phi_0$, and the product of two contains

$$\begin{aligned}
(1+\hat S_A+\hat D_A)(1+\hat S_B+\hat D_B)={}&1+(\hat S_A+\hat S_B)\\
&+(\hat D_A+\hat D_B+\hat S_A\hat S_B)\\
&+(\hat S_A\hat D_B+\hat D_A\hat S_B)+\hat D_A\hat D_B.
\end{aligned}\tag{11}$$

The lines are ordered by the total number of excited electrons, since the numbers on A and B add. CISD of the pair keeps the first two lines. This includes $\hat S_A\hat S_B$, which excites one electron on each fragment. It lacks the third line: the simultaneous double excitations $\hat D_A\hat D_B$, which are quadruples, and the triples $\hat S_A\hat D_B$ and $\hat D_A\hat S_B$.

Fragments with more than two electrons may also have local triples and higher excitations. CISD of a single fragment lacks these as well, so they do not belong to the mismatch between one calculation and two.

*Unequal sites.* In the symmetric model the triples vanish because local singles do. Now place the sites at $+1$ and $-1$ eV, again with $t=1$ eV and $U=2$ eV. Take Hartree–Fock orbitals $g=(\cos\theta,\sin\theta)$ and $u=(\sin\theta,-\cos\theta)$, with $\theta$ found numerically by minimizing the reference energy. At the minimum a single excitation does not couple to the reference:

$$h_{gu}+U\sum_i g_i^3u_i=0,$$

where $h_{gu}$ is the one-electron element. Its coupling to $D$ has the other electron in $u$ instead of $g$, so $g_i^2$ is replaced by $u_i^2$. With the condition above, and up to a sign set by orbital order,

$$h_{gu}+U\sum_i g_iu_i^3=U\sum_i g_iu_i(u_i^2-g_i^2)=-\tfrac U2\sin4\theta .$$

This vanishes for equal sites, $\theta=45^\circ$, but not here. Singles enter through the doubles.

Diagonalization in the determinants of the pair gives a full CI energy of $-3.207751$ eV, twice the fragment value. CISD lies 5.88 meV higher. Adding $D_AD_B$ alone reduces the error to 1.11 meV; adding the local triples too removes it. In the symmetric case $D_AD_B$ alone suffices, as (3) requires.

## When CISD is already approximate for one fragment

For two electrons, CISD of a fragment is full CI. For larger fragments the fair comparison is between CISD of the pair and the sum of two CISD energies.

Let $P_A$ and $P_B$ project on the CISD spaces of the fragments. In the product space the Hamiltonian is the sum of $P_AH_AP_A$ and $P_BH_BP_B$, each acting on its own fragment. Its lowest energy is therefore $E_A^{\rm CISD}+E_B^{\rm CISD}$, reached by the product of the two CISD states.

Every determinant that CISD of the pair keeps in this sector has at most two excitations in total, hence at most two on each fragment. Its space is thus part of the product space, and a minimum over a part cannot lie below the minimum over the whole. With $E_{AB}^{\rm CISD}$ the lowest CISD energy of the pair in the sector with $N_A$ and $N_B$ electrons,

$$E_{AB}^{\rm CISD}\ge E_A^{\rm CISD}+E_B^{\rm CISD}. \tag{12}$$

If both fragment CISD states are nondegenerate, the minimizing product is unique. If both also contain doubles, it contains $\hat D_A\hat D_B$ and lies outside the smaller space. The inequality is then strict. Restoring the third line of (11) restores the whole product space, and with it equality.

*Without correlation.* If the fragment CISD states are the reference determinants themselves, their product is the reference of the pair, and (12) is an equality.

*Four-site chains.* Take open Hubbard chains of four sites with $t=1$ eV and $U=2$ eV, and two electrons of each spin on each chain. The reference fills the two lowest hopping orbitals. Diagonalization gives for one chain

$$E^{\rm FCI}=-2.8759\ \text{eV},\qquad E^{\rm CISD}=-2.8600\ \text{eV}.$$

Twice the CISD energy is $-5.7201$ eV, but CISD of the pair gives $-5.6592$ eV. The size-consistency error is 0.0609 eV. It comes on top of the error of 0.0318 eV, relative to full CI, that the two separate CISD calculations already contain.

## Back to the zero of energy

With full CI, the fragment sum and the distant pair give the same zero in the limit $R\to\infty$, provided (10) selects the intended fragments. At finite $R$ a pair of singly charged ions is lowered by $e^2/R$, still 0.144 eV at 100 Å, so charged fragments approach the limit slowly, and neutral ones need $e^2/R$ to be smaller than the gap to the ion pair. If B is lowered by 2.3 eV instead of 3 eV, the neutral division gives $-2.472-4.6=-7.072$ eV and the ions $-1+(1-6.9)=-6.9$ eV; (10) selects the neutral fragments, but with the Coulomb coupling the ions lie lower inside about $14.4/0.172\approx84$ Å. With CISD they differ by the error in (12), as long as the reference of the pair is the product of the fragment references and the state of the pair lies in the sector of the intended fragments. When a bond breaks into two radicals, a restricted closed-shell reference of the pair is not such a product, and the derivation of (12) does not cover that case. Taking the distant pair as zero makes the interaction curve end at zero and removes this constant. It does not restore the missing products at bonding distance, where their effect need not equal that at infinity. Any difference between the two remains in the dissociation energy as an error that this choice of zero does not remove.
